# Why Curvature Gives Armchair Carbon Nanotubes a First-Order Spin-Orbit Gap: a numerical check

```python
"""
Spin-orbit gap of carbon nanotubes from curvature (sigma-pi hybridization).

Result under test, for an armchair tube of radius R and bond length a:
    gap = lam * (a/R) * |eps * (Vpps + Vppp)| / (6 * Vsps**2)
and, for any nominally metallic tube, a further diagonal term beta * S_z with
    beta = lam * (a/R) * Vppp / (Vpps - Vppp) * sin(3*theta).
Symbols: lam = atomic coupling in lam L.S (S = sigma/2); eps = e_s - e_p;
Vsss, Vsps, Vpps, Vppp = Slater-Koster hoppings (ss-sigma, sp-sigma,
pp-sigma, pp-pi); theta = angle of a bond from the circumference.
The formulas are compared with diagonalization of the complete spinful
sp Hamiltonian on the cylinder. Lengths are in units of a, energies in eV.
"""
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.constants import k as k_boltzmann, e as e_charge

BOND_NM = 0.14
LAM = 0.010
PAR = dict(eps=-8.0, Vsss=-5.0, Vsps=5.0, Vpps=5.0, Vppp=-3.0)

# Orbital angular momentum in the basis (s, p1, p2, p3), right-handed axes
L = np.zeros((3, 4, 4), complex)
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[i, j + 1, k + 1] = -1j
    L[i, k + 1, j + 1] = 1j
S = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def hopping(axes_a, axes_b, bond, p):
    """Slater-Koster block <A|H|B>; rows of axes are the p-orbital axes."""
    e = bond / np.linalg.norm(bond)
    ua, ub = axes_a @ e, axes_b @ e
    h = np.zeros((4, 4))
    h[0, 0] = p["Vsss"]
    h[0, 1:] = p["Vsps"] * ub
    h[1:, 0] = -p["Vsps"] * ua
    h[1:, 1:] = (p["Vppp"] * axes_a @ axes_b.T
                 + (p["Vpps"] - p["Vppp"]) * np.outer(ua, ub))
    return h


class Tube:
    """Tube (n1, n2) with two atoms per helical cell, orbitals (s, r, t, z)."""

    def __init__(self, n1, n2, p=PAR, hybridize=True):
        r3 = np.sqrt(3.0)
        bonds = np.array([[1, 0], [-0.5, r3 / 2], [-0.5, -r3 / 2]])
        chiral = n1 * np.array([1.5, r3 / 2]) + n2 * np.array([1.5, -r3 / 2])
        length = np.linalg.norm(chiral)
        t_hat = chiral / length
        z_hat = np.array([-t_hat[1], t_hat[0]])
        K = np.array([0, 4 * np.pi / (3 * r3)])
        self.R = length / (2 * np.pi)
        self.m0 = (n1 - n2) // 3          # angular momentum of the K point
        self.Kz = K @ z_hat
        self.theta = -np.arctan2(chiral[1], chiral[0])
        self.p = p
        self.tau = np.array([[b @ t_hat, b @ z_hat] for b in bonds])
        self.h = []
        for t, z in self.tau:
            f = t / self.R
            axes_b = np.array([[np.cos(f), np.sin(f), 0],
                               [-np.sin(f), np.cos(f), 0], [0, 0, 1]])
            chord = np.array([-2 * self.R * np.sin(f / 2)**2,
                              self.R * np.sin(f), z])
            block = hopping(np.eye(3), axes_b, chord, p)
            if not hybridize:             # remove pi-sigma hopping
                block[1, [0, 2, 3]] = 0
                block[[0, 2, 3], 1] = 0
            self.h.append(block)

    def hamiltonian(self, dk, lam, m_up):
        """Spin up has angular momentum m_up, spin down m_up + 1."""
        H = np.zeros((16, 16), complex)
        for spin in (0, 1):
            kt = (m_up + spin) / self.R
            ab = sum(np.exp(1j * (kt * t + (self.Kz + dk) * z)) * h
                     for (t, z), h in zip(self.tau, self.h))
            o = 8 * spin
            H[o:o + 4, o + 4:o + 8] = ab
            H[o + 4:o + 8, o:o + 4] = ab.conj().T
            H[o, o] = H[o + 4, o + 4] = self.p["eps"]
        for s_mat, l_mat in zip(S, L):
            H += lam * np.kron(s_mat, np.kron(np.eye(2), l_mat))
        return H

    def edges(self, lam, spin=+1, flux=0.0):
        """Smallest direct gap, its midpoint and dk, for one spin at K."""
        m_up = self.m0 + flux - (0 if spin > 0 else 1)

        def levels(dk):
            return np.linalg.eigvalsh(self.hamiltonian(dk, lam, m_up))[7:9]

        w = 1.0 / self.R**2 + 1e-5
        best = minimize_scalar(lambda q: np.diff(levels(q))[0]**2,
                               bounds=(-w, w), method="bounded",
                               options=dict(xatol=1e-13, maxiter=500))
        assert abs(best.x) < 0.98 * w     # a true interior minimum
        v, c = levels(best.x)
        return c - v, (c + v) / 2, best.x

    def sigma_weight(self, lam):
        dk = self.edges(lam)[2]
        vec = np.linalg.eigh(self.hamiltonian(dk, lam, self.m0))[1][:, 7:9]
        prob = (abs(vec)**2).reshape(2, 2, 4, 2).sum(axis=(0, 1))
        return prob[[0, 2, 3]].sum() / 2


def gap_formula(R, lam, p=PAR):
    return (lam / R * abs(p["eps"] * (p["Vpps"] + p["Vppp"]))
            / (6 * p["Vsps"]**2))


def explicit_cell_gap(n, kz, lam, p=PAR):
    """Armchair tube, whole unit cell, Cartesian orbitals, fixed spin axes."""
    R, period = 3 * n / (2 * np.pi), np.sqrt(3.0)
    flat = [(3 * c + x, z) for c in range(n)
            for x, z in [(0, 0), (1, 0), (1.5, period / 2), (2.5, period / 2)]]
    pos = np.array([[R * np.cos(x / R), R * np.sin(x / R), z] for x, z in flat])
    N = len(pos)
    H = np.zeros((4 * N, 4 * N), complex)
    count = 0
    for i in range(0, N, 2):
        for j in range(1, N, 2):
            for image in (-1, 0, 1):
                d = pos[j] + np.array([0, 0, image * period]) - pos[i]
                if np.linalg.norm(d) < 1.2:
                    count += 1
                    H[4*i:4*i+4, 4*j:4*j+4] += (np.exp(1j * kz * d[2])
                        * hopping(np.eye(3), np.eye(3), d, p))
    assert count == 3 * N // 2
    H = H + H.conj().T
    H += np.kron(np.eye(N), np.diag([p["eps"], 0, 0, 0]))
    full = np.kron(np.eye(2), H)
    for s_mat, l_mat in zip(S, L):
        full += lam * np.kron(s_mat, np.kron(np.eye(N), l_mat))
    ev = np.linalg.eigvalsh(full)
    return ev[4 * N] - ev[4 * N - 1]


MICRO = 1e6
print(f"bond length a = {BOND_NM} nm; lambda = {LAM*1e3:.1f} meV")
print("model parameters (eV):", PAR)

# Helical reduction against the explicit unit cell
t5 = Tube(5, 5)
g5, _, dk5 = t5.edges(LAM)
g5_cell = explicit_cell_gap(5, t5.Kz + dk5, LAM)
print(f"(5,5) gap, helical / explicit cell = {g5*MICRO:.3f} / "
      f"{g5_cell*MICRO:.3f} micro-eV")
assert abs(g5 - g5_cell) < 1e-9

# Worked example
t10 = Tube(10, 10)
g10 = t10.edges(LAM)[0]
f10 = gap_formula(t10.R, LAM)
g10_zero = t10.edges(0.0)[0]
print(f"(10,10) radius = {t10.R*BOND_NM:.4f} nm; a/R = {1/t10.R:.4f}")
print(f"(10,10) gap, formula = {f10*MICRO:.2f} micro-eV")
print(f"(10,10) gap, diagonalization = {g10*MICRO:.2f} micro-eV")
print(f"(10,10) diagonalized gap / k_B = {g10*e_charge/k_boltzmann:.3f} K")
print(f"(10,10) gap without spin-orbit < 0.1 micro-eV: {g10_zero < 1e-7}")
assert g10_zero < 1e-7

# Dependence on radius
print("n of (n,n), R (nm), gap diagonalized, gap formula (micro-eV), ratio")
for n in (5, 10, 20, 40, 80, 160):
    tube = Tube(n, n)
    g, f = tube.edges(LAM)[0], gap_formula(tube.R, LAM)
    print(f"  {n:4d} {tube.R*BOND_NM:8.4f} {g*MICRO:9.3f} {f*MICRO:9.3f}"
          f" {g/f:8.4f}")
assert abs(g / f - 1) < 0.01
small = 1e-4                              # isolates the first order in lam
dev = [Tube(n, n).edges(small)[0] / gap_formula(Tube(n, n).R, small) - 1
       for n in (40, 80)]
print(f"relative correction, n=40 over n=80 = {dev[0]/dev[1]:.3f}")
assert 3.5 < dev[0] / dev[1] < 4.5

# Linearity in the atomic coupling, and the flat sheet for contrast
lin = t10.edges(2 * LAM)[0] / g10
print(f"(10,10) gap ratio on doubling lambda = {lin:.4f}")
assert abs(lin - 2) < 0.02
sheet = Tube(10**12, 10**12)
flat = [np.diff(np.linalg.eigvalsh(sheet.hamiltonian(0, x, 0))[7:9])[0]
        for x in (LAM, 2 * LAM)]
flat_formula = abs(PAR["eps"]) * LAM**2 / (9 * PAR["Vsps"]**2)
print(f"flat sheet gap, diagonalized / formula = {flat[0]*MICRO:.4f} / "
      f"{flat_formula*MICRO:.4f} micro-eV")
print(f"flat sheet gap ratio on doubling lambda = {flat[1]/flat[0]:.4f}")
assert abs(flat[0] / flat_formula - 1) < 0.01
assert abs(flat[1] / flat[0] - 4) < 0.04

# Causes: sigma admixture, pi-sigma hopping, s-p energy difference
w10, w20, w40 = [Tube(n, n).sigma_weight(small) for n in (10, 20, 40)]
print(f"sigma weight in Fermi states, (10,10) = {w10:.3e}")
print(f"sigma weight, n=20 over n=40 = {w20/w40:.3f}")
assert abs(w20 / w40 - 4) < 0.4
g_nohyb = Tube(10, 10, hybridize=False).edges(LAM)[0]
g_noeps = Tube(10, 10, p=dict(PAR, eps=0.0)).edges(LAM)[0]
print(f"(10,10) gap without pi-sigma hopping = {g_nohyb*MICRO:.3f} micro-eV")
print(f"(10,10) gap with e_s = e_p = {g_noeps*MICRO:.3f} micro-eV")
assert g_nohyb < 0.01 * g10 and g_noeps < 0.02 * g10

# The off-diagonal term acts as a spin-dependent axial flux
flux = (LAM * PAR["eps"] * (PAR["Vpps"] + PAR["Vppp"])
        / (18 * PAR["Vsps"]**2 * PAR["Vppp"]))
t80 = Tube(80, 80)
g0, gp, gm = [t80.edges(LAM, flux=x)[0] for x in (0.0, flux, -flux)]
gd = t80.edges(LAM, spin=-1, flux=flux)[0]
print(f"equivalent flux for spin up = {flux:.4e} flux quanta")
print(f"(80,80) spin-up gap at flux +f, -f over zero flux = "
      f"{gp/g0:.4f}, {gm/g0:.4f}")
print(f"(80,80) spin-down gap at flux +f over zero flux = {gd/g0:.4f}")
assert gp / g0 < 0.03 and abs(gm / g0 - 2) < 0.04 and abs(gd / g0 - 2) < 0.04

# Other metallic tubes: diagonal term and off-diagonal term separately
for n1, n2 in ((120, 0), (96, 24)):
    tube = Tube(n1, n2)
    gu, mu, _ = tube.edges(LAM, spin=+1)
    gd, md, _ = tube.edges(LAM, spin=-1)
    beta = (LAM / tube.R * PAR["Vppp"] / (PAR["Vpps"] - PAR["Vppp"])
            * np.sin(3 * tube.theta))
    off = gap_formula(tube.R, LAM)
    print(f"({n1},{n2}) R = {tube.R*BOND_NM:.4f} nm; gap without "
          f"spin-orbit = {tube.edges(0.0)[0]*MICRO:.2f} micro-eV")
    print(f"  midpoint splitting, diagonalized / beta = {(mu-md)*MICRO:.3f}"
          f" / {beta*MICRO:.3f} micro-eV")
    print(f"  half gap difference, diagonalized / |F| = "
          f"{abs(gu-gd)/2*MICRO:.3f} / {off*MICRO:.3f} micro-eV")
    assert abs((mu - md) / beta - 1) < 0.03
    assert abs(abs(gu - gd) / 2 / off - 1) < 0.03

print("all tests passed")
```

Output:

```
bond length a = 0.14 nm; lambda = 10.0 meV
model parameters (eV): {'eps': -8.0, 'Vsss': -5.0, 'Vsps': 5.0, 'Vpps': 5.0, 'Vppp': -3.0}
(5,5) gap, helical / explicit cell = 430.401 / 430.401 micro-eV
(10,10) radius = 0.6685 nm; a/R = 0.2094
(10,10) gap, formula = 223.40 micro-eV
(10,10) gap, diagonalization = 221.58 micro-eV
(10,10) diagonalized gap / k_B = 2.571 K
(10,10) gap without spin-orbit < 0.1 micro-eV: True
n of (n,n), R (nm), gap diagonalized, gap formula (micro-eV), ratio
     5   0.3342   430.401   446.804   0.9633
    10   0.6685   221.581   223.402   0.9918
    20   1.3369   111.566   111.701   0.9988
    40   2.6738    55.879    55.851   1.0005
    80   5.3476    27.952    27.925   1.0009
   160  10.6952    13.977    13.963   1.0010
relative correction, n=40 over n=80 = 4.249
(10,10) gap ratio on doubling lambda = 2.0021
flat sheet gap, diagonalized / formula = 3.5585 / 3.5556 micro-eV
flat sheet gap ratio on doubling lambda = 4.0034
sigma weight in Fermi states, (10,10) = 2.379e-03
sigma weight, n=20 over n=40 = 3.993
(10,10) gap without pi-sigma hopping = 0.246 micro-eV
(10,10) gap with e_s = e_p = 0.343 micro-eV
equivalent flux for spin up = 1.1852e-04 flux quanta
(80,80) spin-up gap at flux +f, -f over zero flux = 0.0010, 1.9990
(80,80) spin-down gap at flux +f over zero flux = 1.9990
(120,0) R = 4.6312 nm; gap without spin-orbit = 514.03 micro-eV
  midpoint splitting, diagonalized / beta = 113.399 / 113.362 micro-eV
  half gap difference, diagonalized / |F| = 32.230 / 32.245 micro-eV
(96,24) R = 4.2445 nm; gap without spin-orbit = 514.98 micro-eV
  midpoint splitting, diagonalized / beta = 104.141 / 104.108 micro-eV
  half gap difference, diagonalized / |F| = 35.179 / 35.183 micro-eV
all tests passed
```
